Preisach reconstruction from thermal reversal curves, with tests of the model

**1. One domain**

Take a single oxide domain that turns metallic at a = 344 K on heating and insulating at b = 336 K on cooling. Start hot and metallic, cool to a reversal temperature R, then heat to T. Let m(R,T) be the metallic fraction, here 0 or 1.

If R lies above 336 K, the domain never switches and m = 1. If R lies below 336 K, it becomes insulating and stays so until T reaches 344 K. Hence m = 0 when R ≤ b and T < a, and m = 1 otherwise. Choose R just below b and T just below a, and take a step h that carries each across its threshold:

m(R+h,T+h) − m(R+h,T) − m(R,T+h) + m(R,T) = 1 − 1 − 1 + 0 = −1.

Minus this mixed difference is 1. Around any other corner, off the diagonal T = R, it is 0. The difference therefore locates the domain in the (a,b) plane. A film is a sum of such domains, and the mixed difference is linear, so it counts the domains cell by cell.

**2. Inversion for a film**

Assumptions: the domains are independent, each has fixed thresholds b ≤ a, and temperature changes slowly enough for time to play no part. Let P(a,b) be the density of domains in K⁻², normalised to 1. The states are 0 and 1.

After cooling to R, every domain with b ≥ R is insulating. Heating to T restores those with a ≤ T. The ones still missing have b ≥ R and a > T:

m(R,T) = 1 − F(R,T),
F(R,T) = ∫_T^∞ da ∫_R^a db P(a,b).

Differentiating the lower limit of the outer integral gives a minus sign, and so does differentiating that of the inner one:

∂F/∂T = −∫_R^T db P(T,b),
∂²F/∂R∂T = +P(T,R).

Since m = 1 − F,

P(a=T, b=R) = −∂²m/∂R∂T, for T > R.

With states ±1 the signal would be 2m − 1, its derivative would be twice as large, and a factor 1/2 would be needed.

On a grid of step h no derivative has to be approximated. The weight of the cell R ≤ b < R+h, T < a ≤ T+h is

W = −[m(R+h,T+h) − m(R+h,T) − m(R,T+h) + m(R,T)].

This holds for T ≥ R+h. In a diagonal cell, T = R, the value m(R+h,R) would require heating to a temperature below the reversal point. All domains in that triangle switch off on cooling to R and on again on heating to R+h, so their weight is

W_diag = m(R,R+h) − m(R,R).

Storing m(R,R) in all entries to the left of the diagonal makes the general formula give this result too.

A reversible contribution r(T) to m cancels from every cell off the diagonal, where it appears as [r(T+h) − r(T)] − [r(T+h) − r(T)]. In a diagonal cell it leaves r(R+h) − r(R). Weight on the diagonal may thus be reversible response or very narrow loops, and the grid cannot separate them. A reversible share of 0.050 put into the data of section 5 reappeared as 0.050 in the diagonal cells.

**3. Prediction of any history**

Define the Everett function for α ≥ β by

E(α,β) = m(β,α) − m(β,β).

By the counting above it is the weight of the triangle b ≥ β, a ≤ α.

Consider an arbitrary history reduced to nested extrema: M₀ (hot saturation), then a minimum m₁, a lower maximum M₁, a higher minimum m₂, and so on.

- Heating from a minimum β to α, with α no higher than the previous maximum. Cooling to β has switched off all domains with b ≥ β. Those with b < β and a ≤ α were switched on at the previous maximum and have stayed on. The gain is therefore the triangle weight E(α,β).
- Cooling from a maximum α to β, with β no lower than the previous minimum. All domains with a ≤ α are on. Those with a > α and b ≥ β have been off since the previous minimum. The loss is again E(α,β).

Consequently

m = 1 − E(M₀,m₁) + E(M₁,m₁) − E(M₁,m₂) + …

If heating passes M₁, all domains with a ≤ M₁ are on, whatever happened at M₁ and m₂, and this pair can be deleted. The same holds for cooling past a minimum. This wiping-out rule is the origin of return-point memory: an inner excursion that returns to its starting extremum leaves no trace.

Pseudocode, with grid indices 0…n and positions in ext counted from 0, so that even positions are maxima:

    for each reversal index i:
        saturate hot; cool to T[i]; heat through T[i..n]
        m[i,j] = reading at T[j], for j >= i
        m[i,j] = m[i,i],          for j < i
    W[i,j] = -(m[i+1,j+1] - m[i+1,j] - m[i,j+1] + m[i,j])

    ext = [n]
    for each target index j different from last(ext):
        up = (j > last(ext))
        if (up and last is a maximum) or
           (not up and last is a minimum):
            replace last(ext) by j
        else: append j
        while length(ext) >= 3 and
              (last is a maximum and ext[-1] >= ext[-3] or
               last is a minimum and ext[-1] <= ext[-3]):
            delete ext[-3] and ext[-2]
        value = 1 + alternating sum of E, first sign minus

A grid of N temperatures needs N(N+1)/2 readings, and the weights cost O(N²) operations. A prediction costs one term per stored extremum. Nested extrema are distinct grid points, so there are at most N of them. Turning points between grid nodes need interpolation of E, which adds an error not assessed here.

**4. What tests the model**

Reproducing the reversal curves is no test, because E is read from them. The evidence must come from later reversals, and two properties are needed.

Return-point memory: after an inner loop that ends at its starting extremum, m and the later response are restored.

Congruency: loops between the same two temperatures have the same shape whatever their past, and differ by a vertical shift at most. In the relay model this follows because each increment of m depends on the two temperatures alone.

Conversely, for a rate-independent film the two properties suffice for the Everett formula. Memory reduces the history to nested extrema. Each remaining branch from α to β belongs to a loop that would close on return to α. Congruency gives that loop the same height as the loop hung on the reversal curve that starts at β, which is E(α,β). Reading the result as a population of domains also needs W ≥ 0 in all cells.

Now compare a loop between L and H reached from two sides. From the hot side, the metallic domains at L are those with b < L. From the cold side, after heating to H and cooling to L, they are those with b < L and a ≤ H. The difference,

offset = weight of domains with b < L and a > H,

is the information stored by the film at L. It vanishes if no loop is wider than H − L.

**5. Worked example**

Let c = (a+b)/2 and w = a − b; the Jacobian of this change of variables is 1 in magnitude. The centres c are Gaussian about 340 K with spread 2 K. The widths have density 30x²(1−x)²/(16 K), with x = w/(16 K). The reversal grid runs from 322 to 358 K in steps of 0.5 K, which gives 73 curves. The data come from 200,000 explicit relays.

For the cell b = 336.0–336.5 K, a = 344.0–344.5 K the four readings give

W = −(0.788825 − 0.755250 − 0.755240 + 0.715875) = 0.005790,
P = 0.005790/(0.5 K)² = 0.02316 K⁻².

The input density peaks at 0.02338 K⁻² at a = 344 K, b = 336 K. The centre of the cell has c = 340.25 K and w = 8 K, where the Gaussian lowers the density to 0.02338·exp(−0.125²/2) = 0.0232 K⁻². Over all cells the rms deviation from the input density is 0.1% of the peak and the largest is 1.4%. The weights agree with a direct census of the relays to rounding error, so this deviation comes from the finite sample and from averaging over a cell, not from the inversion.

Forty random histories of ten grid temperatures each were predicted from the reversal curves and simulated with the relays. They agree to rounding error.

For the loop between 337 and 345 K:

- from the hot side, m rises from 0.653 to 0.850;
- from the cold side, m rises from 0.457 to 0.653;
- the height is 0.196 in both cases, and the offset is also 0.196.

The height and the offset coincide because of the chosen numbers. The height collects widths below 8 K and the offset widths above 8 K. In both, c must lie within |w − 8 K|/2 of 341 K, and the width density is symmetric about 8 K. Another loop span would separate them.

An inner loop from 345 K to 338 K and back takes m from 0.850 to 0.734 and returns it to 0.850. The state of every relay is restored.

**6. Noise and the choice of window**

Let each reading of m carry independent noise of standard deviation σ. Four readings enter the raw density, so its noise is √4 σ/h² = 2σ/h². With σ = 0.002 this is 0.016 K⁻², or 68% of the peak. The raw map is then of little use.

A local fit averages the noise. On a window of (2s+1)² points, with offsets x in R and y in T, fit

m ≈ A₀ + A₁x + A₂y + A₃x² + A₄y² + A₅xy, P = −A₅.

On a symmetric window xy is orthogonal to the other five terms, so

A₅ = Σxy m / Σx²y².

Let S = Σk² over k = −s…s, which equals s(s+1)(2s+1)/3. Then Σx²y² = (h²S)², and

noise of P = σ√(Σx²y²)/Σx²y² = σ/(h²S).

The bias comes from Taylor terms odd in both x and y. Beyond xy, the lowest are x³y m_xxxy/6 and xy³ m_xyyy/6. Projection multiplies each by Σx⁴/Σx² = h²(3s²+3s−1)/5. Because m_xy = −P, to this order

bias of P = h²(3s²+3s−1)/30 · (∂²P/∂a² + ∂²P/∂b²).

At the peak the bracket can be found by hand. From ∂/∂a = ½∂/∂c + ∂/∂w and ∂/∂b = ½∂/∂c − ∂/∂w it equals ½∂²P/∂c² + 2∂²P/∂w². The Gaussian gives ∂²P/∂c² = −P/4 and the width density gives ∂²P/∂w² = −P/16, both in K⁻² units. The sum is −P/4. Relative to the peak:

- s = 1: noise 17.1%, bias −1.0%, combined 17.1%;
- s = 2: noise 3.4%, bias −3.5%, combined 4.9%;
- s = 3: noise 1.2%, bias −7.3%, combined 7.4%.

At the peak s = 2 is best. On the flanks, where the bias can be smaller, a wider window may be better. For large s, put ℓ = sh. The noise tends to 3σh/(2ℓ³) and the bias to ℓ²|∇²P|/10. The sum of their squares is least when bias² = (3/2)·noise², that is,

ℓ⁵ ≈ 18 σh/|∇²P|.

A finer grid at fixed ℓ lowers the noise, at the cost of more readings. The window must stay on the side T ≥ R, so its centre needs T − R ≥ 2sh. Closer to the diagonal a one-sided fit is needed, and these formulas do not apply.

Predictions avoid the division by h². One value of E is the difference of two readings and has noise √2 σ. In the sum over n nested reversals the diagonal readings cancel in pairs, so for even n the noise is √n σ, or 0.006 for n = 10 and σ = 0.002.

**7. From conductivity to metallic fraction**

A resistance measurement does not give m directly. For a two-dimensional, isotropic mixture of metal (σ_m) and insulator (σ_i), the Bruggeman mean-field relation for the film conductivity g is

m(σ_m−g)/(σ_m+g) + (1−m)(σ_i−g)/(σ_i+g) = 0.

Multiplying by both denominators and collecting powers of g gives

σ_mσ_i + (2m−1)(σ_m−σ_i)g − g² = 0,

m = 1/2 + (g² − σ_mσ_i)/[2g(σ_m−σ_i)].

This inversion must come before the mixed difference. Suppose a nonlinear function G(m) is used instead. By the chain rule its apparent density is

−∂²G/∂R∂T = G′P − G″(∂m/∂R)(∂m/∂T).

Both first derivatives of m are non-negative, so the second term is negative wherever G″ > 0. For G = ln g, the positive root of the quadratic is

ln g = ½ln(σ_mσ_i) + arsinh[(2m−1)(σ_m−σ_i)/(2√(σ_mσ_i))],

which has G″ > 0 for m < 1/2. With σ_m = 1000 S/cm and σ_i = 1 S/cm, the map of log conductivity, normalised to total 1, contains negative weight of −0.68 on the 0.5 K grid. The amount depends on the step, because a cell averages positive and negative parts; at 0.25 K it is about −0.80. The relays behind it have none.

Memory and congruency respond differently. A monotone readout returns to its value whenever m does, so return-point memory survives. Equal steps of m at different levels generally become unequal steps of G, so congruency is lost: the two loops of section 5 swing by 0.355 and 1.476 decades. Failed congruency in raw resistance is therefore no evidence against the Preisach model.

**8. Coupled domains**

Let each domain respond to T + Jm with J > 0, a mean-field model in which metallic neighbours favour the metallic state.

Return-point memory survives, by an ordering argument. If one copy of the film has all the metallic domains of another and is never colder, it keeps them, because its effective temperature is never lower. Let Σ be the state on first reaching H by heating from L, and make an excursion within [L,H] that ends at H. A copy held at H stays in Σ and bounds the excursion from above. A copy that starts in the earlier state at L, and follows the lowest temperature the excursion has still to visit, heats monotonically to H, ends in Σ, and bounds it from below. The final state is Σ.

Congruency fails, because loops at different m cover different intervals of T + Jm. With J = 2 K the loop between 337 and 345 K has height 0.112 from the hot side and 0.128 from the cold side. The hot loop has the larger m, so its effective interval lies further above the distribution's centre at 340 K, where fewer domains switch. An Everett function read from the coupled film's own reversal curves mispredicts the random histories by up to 0.023 in m.

The difference of heights, 0.016, involves four readings. With σ = 0.002 its noise is 0.004, so one pair of loops shows the coupling at about four standard deviations.

**9. Rate, heating and size**

Temperature errors become errors in m through the slope of the heating branch, at most 0.157 per K here (0.156 per K averaged over a 0.5 K step).

Thermal lag. A film that relaxes to its stage with time constant τ trails a steady ramp r by rτ. This raises the apparent a and lowers the apparent b. For 5 K/min and 1 s the lag is 0.083 K, or up to 0.013 in m. Just after a reversal from cooling to heating the lag is still changing sign: the film goes on cooling briefly while the stage already warms. The extra cooling is rτ(1 − ln 2) = 0.026 K, and more domains switch off. This puts a total weight of about −0.026 K/h on the diagonal of the map: −0.05 on the 0.5 K grid and −0.10 at 0.25 K. An almost equal positive weight appears in the cells next to the diagonal. Slower ramps cost time: the full set takes 8.8 h at 5 K/min.

Read heating. At 0.1 V, 1000 Ω and 10,000 K/W the film warms by (0.1²/1000)·10,000 = 0.10 K, or up to 0.016 in m. At constant voltage the heating grows with conductance, hence with m, and so acts as a positive coupling.

Activated switching. For a spherical nucleus of the new phase the barrier varies as 1/(driving force)², and near equilibrium the driving force is proportional to the overheating u. So B = A/u², with slope |dB/du| = 2B/u. The expected number of switching events during a ramp is approximately

(ν/r)(kT/|dB/du|) exp(−B/kT).

Keeping this fixed while r rises tenfold requires B to fall by kT ln 10, so a shifts upward by

δ = kT ln 10/|dB/du|.

Switching is expected where this number reaches 1. At 5 K/min, with ν = 10¹² s⁻¹, T = 344 K and u = 4 K, that condition requires a barrier of 0.815 eV with slope 0.408 eV/K, which gives δ = 0.17 K; integrating the switching rate with the curved barrier also gives 0.17 K. If the return to 345 K alone is made ten times faster, domains with b ≥ 337 K and a within δ below 345 K are missed. With this one δ used for all domains, the missed domains alone give a return-point gap of 0.009. Thermal lag adds to it: with τ = 1 s the faster ramp raises the lag from 0.083 to 0.83 K, which by itself leaves a gap of about 0.04 for the loop 345–337–345 K entered from the hot side (0.025 if the loop turns at 338 K), with m read on arrival at 345 K. The value 0.009 is an upper estimate for the missed domains: they have loops no wider than 8 K, so u ≤ 4 K if equilibrium lies midway between the thresholds, and δ = kT ln 10·u/(2B) is smaller for smaller u. A gap of this kind signals rate dependence. Using the same ramp rate on all branches removes the part caused by the change of rate. It does not guarantee closure, because each visit to a turning point gives nearby domains another chance to switch; this can leave a gap of similar size, of either sign. Thermal lag also leaves a gap at equal rates, because the film warms a little further after the stage has turned at 345 K. For the inner loop 345–338–345 K entered from the cold side, with τ = 1 s and m read on arrival, it is about 0.003.

Device size. With n randomly drawn domains, a fraction p varies between devices by √(p(1−p)/n). For n = 400 and p = 0.653 this is 0.024. The stored offset of 0.196 varies by √(0.196·0.804/400) = 0.020, so small devices need their own reversal curves.

**10. Relation to real films**

The parameters are round numbers in the rough regime of vanadium dioxide films, which switch near 340 K with loops from a few kelvin to some tens of kelvin wide. A conductivity ratio of 1000 is moderate for such films. The coupling of 2 K, the thermal resistance and the time constant are choices, not measured values. Real films break the assumption of independent domains through strain and latent heat. The coupling of section 8 covers only one simple case, in which metallic domains favour the metallic state; with J = 2 K it causes prediction errors of up to 0.023 in m. Strain or latent heat that opposes switching is not covered. Real films also break the assumption of a constant σ_i. With an activation energy of 0.2 eV, σ_i at 337 K is 0.85 of its value at 345 K. Using the 345 K value throughout shifts the inferred m by −0.008 at the lower end of the cold loop. For g ≪ σ_m the shift is Δσ_i/(2g), so it grows as the film becomes more insulating and at 337 K would reach (1 − 1/0.852)/2 = −0.09 as m → 0. At colder reversals it is larger: at 322 K σ_i is 0.62 of its 345 K value and the shift is −0.31. The cure within this readout model is to use σ_i(T) in the inversion.

**11. Reading a failure**

- Loops do not close: suspect unequal ramp rates, thermal lag or activated switching near the turning points, drift or ageing.
- Loops close but are not congruent: correct the readout first, then suspect coupling or read heating.
- Negative weights: compare them with the noise of section 6, then check the readout. On the diagonal, suspect thermal lag as well. Off the diagonal, strong positive coupling is another possible cause: in the model of section 8, J = 4 K gives a total of about −0.05, while J = 2 K gives none.
- Weight on the diagonal: reversible response or loops narrower than the grid.
- Total weight below 1: the coldest reversal did not reach the insulating state, or the grid ends below full metallic saturation.

The numerical output below lists most of the values used here.

Computed results

```
Input: centre 340.0 K, centre spread 2.00 K, largest width 16.0 K
Grid: 322 to 358 K, step 0.5 K, 73 curves, 200000 relays
Recovered centre mean 340.000 K, spread 2.003 K
Recovered width mean 8.000 K, spread 3.031 K (input 3.024 K)
Peak of input density: 0.02338 K^-2 at a=344 K, b=336 K
Density error / peak: rms 0.0010, max 0.0143
Largest cell-weight error against census: 1.8e-16
Largest FORC difference, relays against quadrature: 7.1e-05
Reversible share put in 0.050, found in diagonal cells 0.050
m at FORC (337 K -> 345 K): start 0.6532, end 0.8496
Four FORC values for cell b 336.0-336.5 K, a 344.0-344.5 K:
  m(R,T)=0.715875, m(R,T+h)=0.755240
  m(R+h,T)=0.755250, m(R+h,T+h)=0.788825
  cell weight 0.005790, density 0.02316 K^-2
Random histories: 40 with 10 targets, largest error 1.1e-16
Return point: m(345 K)=0.8496, inner m(338 K)=0.7344, back 0.8496
Minor loop from hot side: m 0.6532 to 0.8496
Minor loop from cold side: m 0.4567 to 0.6531
Loop height 0.1964 (quadrature 0.1965)
Loop offset 0.1965 (quadrature 0.1965)
Largest congruency error: 1.1e-16
Noise in m 0.002; raw density noise / peak 0.684
  fit half-window s=1: noise/peak 0.1711, bias/peak -0.0104, total 0.1714
  fit half-window s=2: noise/peak 0.0342, bias/peak -0.0354, total 0.0492
  fit half-window s=3: noise/peak 0.0122, bias/peak -0.0729, total 0.0739
Conductivity: metal 1000 S/cm, insulator 1 S/cm
Loop swing in log10 conductivity: hot 0.355, cold 1.476
Negative weight in map of log conductivity: -0.681 (total 1)
Coupling J=2.0 K: return-point memory holds: True
Coupled loop heights: hot 0.1118, cold 0.1275
Coupled film, largest prediction error in m: 0.0230
Ramp 5.0 K/min, full FORC set takes 8.76 h
Steepest major heating branch: 0.1560 per K
Thermal lag (time constant 1.0 s): 0.0833 K, in m 0.0130
Read: 0.1 V, 1000 ohm, 10000 K/W
Read heating, metallic: 0.100 K, in m 0.0156
Attempt rate 1e+12 1/s, overheating 4.0 K, barrier 0.815 eV
Barrier slope 0.408 eV/K
Shift per decade of ramp: formula 0.1675 K, integrated 0.1653 K
Return-point gap at tenfold return ramp: 0.0091 (from FORC slope 0.0091)
Insulator activation 0.2 eV: conductivity ratio 337/345 K 0.852
Error in m if this is ignored (cold loop, lower end): -0.0083
Device of 400 domains at m=0.653: spread in m 0.0238
```
